# A 1/r Tensor Potential in the Dirac-Coulomb and Oscillator Problems

## Problem

A particle of spin 1/2 obeys the Dirac equation with the Hamiltonian

$$H=\boldsymbol\alpha\cdot\mathbf p+\beta(1+S)+V+i\beta\,\boldsymbol\alpha\cdot\hat{\mathbf r}\,U,\qquad U(r)=\frac{\tau}{r}.$$

Here $\hbar=c=m=1$, so energies are in units of $mc^2$. $V$ is a vector potential, $S$ a scalar potential, and the last term is called a tensor potential. Its strength $\tau$ is a real pure number. Two central fields are considered:

* Coulomb: $V=-\zeta/r$ with $\zeta>0$, and $S=0$.
* Spin-symmetric oscillator: $V=S=\omega^2r^2/4$. This is not the model called the Dirac oscillator, in which the linear potential is itself of tensor type.

The states are labelled by $\kappa=-(l+1)$ for $j=l+\tfrac12$ and $\kappa=l$ for $j=l-\tfrac12$, where $l$ belongs to the upper two components. Thus $\kappa=-1$ is $s_{1/2}$, $\kappa=1$ is $p_{1/2}$ and $\kappa=-2$ is $p_{3/2}$.

Without the tensor term the energies are

$$E=\Big[1+\frac{\zeta^2}{(n_r+\sqrt{\kappa^2-\zeta^2})^2}\Big]^{-1/2},\qquad (E-1)\sqrt{\tfrac{E+1}{2}}=\omega\big(2n+l+\tfrac32\big)$$

for the Coulomb field and the oscillator respectively; both are special cases of the derivation below. The first has doublets $\kappa=\pm k$, such as $2s_{1/2}$ and $2p_{1/2}$. The second has doublets $j=l\pm\tfrac12$, such as $p_{1/2}$ and $p_{3/2}$.

Show that the tensor term shifts $\kappa$ by a constant, find both spectra, and determine what becomes of the doublets. Evaluate the result for $\zeta=0.3$, $\omega=0.1$ and $\tau=0.1$.

## A tempting solution

The tensor potential has the same $1/r$ form as the term $\kappa/r$ of the radial equations, so it adds $\tau$ to $\kappa$ in those equations. The Coulomb energy depends on $|\kappa|$, and the oscillator energy depends on $l$. One therefore replaces $|\kappa|$ by $|\kappa|+\tau$ in the first formula and $l$ by $l+\tau$ in the second.

Both members of a doublet have the same $|\kappa|$, or the same $l$, so they move together. For the given parameters the Coulomb levels $2s_{1/2}$ and $2p_{1/2}$ would both lie at $E=0.98954$, and both lowest oscillator $p$ levels at $E=1.24538$. The doublets would be shifted but not split.

## Where it fails

The first sentence of that argument is right; the replacement is wrong. The radial equations contain $\kappa$ with its sign. The quantities $|\kappa|$ and $l$ enter the energy formulas only later, when the equations are solved. The constant must be added before the sign is lost.

First-order perturbation theory shows the consequence. Write the spinor as

$$\psi=\frac1r\begin{pmatrix}P(r)\,\chi_\kappa\\ iQ(r)\,\chi_{-\kappa}\end{pmatrix},\qquad \int_0^\infty(P^2+Q^2)\,dr=1 .$$

The spin-angular functions obey $\boldsymbol\sigma\cdot\hat{\mathbf r}\,\chi_\kappa=-\chi_{-\kappa}$: this operator keeps $j$ and its projection, reverses parity and has square one, and the minus sign is the phase convention. The tensor term then acts as

$$i\beta\boldsymbol\alpha\cdot\hat{\mathbf r}\,U\psi=\frac{U}{r}\begin{pmatrix}Q\,\chi_\kappa\\ iP\,\chi_{-\kappa}\end{pmatrix}.$$

For the upper entry the factors are $i\cdot i\cdot(-1)=1$. For the lower entry $\beta$ supplies a further minus sign, and $-i\cdot(-1)=i$. The first-order energy shift is therefore $2\tau\int PQ\,dr/r$.

In the nonrelativistic limit $Q\approx\tfrac12(P'+\kappa P/r)$, as the second radial equation below shows. Integrating $PP'/r$ by parts gives $\tfrac12\int P^2dr/r^2$, with no boundary term because $P\sim r^{l+1}$ at the origin. Hence

$$\Delta E\approx\tau\big(\kappa+\tfrac12\big)\int_0^\infty\frac{P^2}{r^2}\,dr .$$

For $\tau>0$ this is positive when $\kappa>0$ and negative when $\kappa<0$. The two members of each doublet move in opposite directions, so they cannot stay together.

## Solution

### The radial equations

Since $(\boldsymbol\sigma\cdot\hat{\mathbf r})^2=1$ and $(\boldsymbol\sigma\cdot\hat{\mathbf r})(\boldsymbol\sigma\cdot\mathbf p)=-i\partial_r+i\boldsymbol\sigma\cdot\mathbf L/r$,

$$\boldsymbol\sigma\cdot\mathbf p=\boldsymbol\sigma\cdot\hat{\mathbf r}\Big(-i\partial_r+\frac{i}{r}\boldsymbol\sigma\cdot\mathbf L\Big),\qquad \boldsymbol\sigma\cdot\mathbf L\,\chi_\kappa=-(\kappa+1)\chi_\kappa .$$

On the upper component the bracket gives $-i(P/r)'-i(\kappa+1)P/r^2=-i(P'+\kappa P/r)/r$. On the lower one the same calculation holds with $\kappa\to-\kappa$. Including the sign from $\boldsymbol\sigma\cdot\hat{\mathbf r}$,

$$\boldsymbol\sigma\cdot\mathbf p\,\frac{P}{r}\chi_\kappa=\frac ir\Big(P'+\frac{\kappa}{r}P\Big)\chi_{-\kappa},\qquad
\boldsymbol\sigma\cdot\mathbf p\,\frac{iQ}{r}\chi_{-\kappa}=\frac1r\Big(-Q'+\frac{\kappa}{r}Q\Big)\chi_\kappa .$$

Together with the tensor term found above, $H\psi=E\psi$ becomes

$$-Q'+\Big(\frac{\kappa}{r}+U\Big)Q=(E-1-S-V)P,$$

$$P'+\Big(\frac{\kappa}{r}+U\Big)P=(E+1+S-V)Q .$$

For $U=\tau/r$ both brackets equal $\lambda/r$, where

$$\boxed{\lambda=\kappa+\tau}.$$

This is a shift of the radial parameter alone. The angular functions, $j$ and the parity still belong to the integer $\kappa$. For another $U(r)$ the shift $rU(r)$ would depend on $r$.

### Coulomb spectrum

Let $\mu=\sqrt{1-E^2}$ and

$$P=e^{-\mu r}r^\gamma\sum_{i\ge0}a_ir^i,\qquad Q=e^{-\mu r}r^\gamma\sum_{i\ge0}b_ir^i .$$

Collecting the powers $r^{\gamma+i-1}$ in the second and first radial equations gives

$$(\gamma+i+\lambda)a_i-\zeta b_i=\mu a_{i-1}+(1+E)b_{i-1},$$

$$\zeta a_i+(\gamma+i-\lambda)b_i=(1-E)a_{i-1}+\mu b_{i-1},$$

with $a_{-1}=b_{-1}=0$. At $i=0$ a nonzero solution requires a vanishing determinant, $\gamma^2-\lambda^2+\zeta^2=0$. We take $\lambda^2>\zeta^2$ and the regular root

$$\gamma=\sqrt{\lambda^2-\zeta^2}>0 .$$

Multiply the first recursion by $\mu$ and the second by $1+E$. Because $\mu^2=(1+E)(1-E)$, the right sides become equal, and so

$$[\mu(\gamma+i+\lambda)-(1+E)\zeta]\,a_i=[\mu\zeta+(1+E)(\gamma+i-\lambda)]\,b_i .\qquad(1)$$

For large $i$ this gives $\mu a_i\approx(1+E)b_i$. The first recursion then gives $a_i/a_{i-1}\approx2\mu/i$, the ratio of the series of $e^{2\mu r}$. An unending series would overcome the factor $e^{-\mu r}$, so a bound state needs a series that ends.

If the last power is $i=n_r$, the right sides at the next order must vanish. Both do so when $\mu a_{n_r}=-(1+E)b_{n_r}$. Insert $a_{n_r}=-(1+E)$ and $b_{n_r}=\mu$, up to a common factor, into (1):

$$-(1+E)\mu(\gamma+n_r+\lambda)+(1+E)^2\zeta=\mu^2\zeta+(1+E)\mu(\gamma+n_r-\lambda).$$

The terms in $\lambda$ cancel. Division by $1+E$ leaves $\zeta[(1+E)-(1-E)]=2\mu(n_r+\gamma)$, or

$$\mu N=\zeta E,\qquad N=n_r+\gamma .$$

Thus $E>0$, and squaring gives $(1-E^2)N^2=\zeta^2E^2$. The spectrum is

$$\boxed{E=\Big[1+\frac{\zeta^2}{(n_r+\gamma)^2}\Big]^{-1/2}=\frac{N}{\sqrt{N^2+\zeta^2}},\qquad \gamma=\sqrt{(\kappa+\tau)^2-\zeta^2}} .$$

No step required $\lambda$ to be an integer.

It remains to find which $n_r$ occur. For $n_r\ge1$, both brackets in (1) could vanish at $i=n_r$ only if $N+\lambda=(1+E)\zeta/\mu$ and $N-\lambda=-\mu\zeta/(1+E)$. Their product would be $N^2-\lambda^2=-\zeta^2$, whereas $N^2-\lambda^2+\zeta^2=n_r(n_r+2\gamma)>0$. Relation (1) therefore fixes the ratio $a_{n_r}/b_{n_r}$ at the value that ends the series, and the level exists for either sign of $\lambda$.

For $n_r=0$ there is an additional condition from the lowest order, $(\gamma+\lambda)a_0=\zeta b_0$. The ending condition makes $b_0/a_0=-\mu/(1+E)$ negative, so $\gamma+\lambda<0$ and hence $\lambda<0$. Conversely, if $\lambda<0$, then $E=\gamma/|\lambda|$ and $\mu=\zeta/|\lambda|$ satisfy both conditions, since $\zeta/(|\lambda|+\gamma)=(|\lambda|-\gamma)/\zeta$. Thus $n_r=0$ occurs for $\lambda<0$ and not for $\lambda>0$.

This rule matters for a strong tensor term. Take $\kappa=-1$, $\tau=2.2$ and $\zeta=0.3$, so $\lambda=+1.2$. Putting $n_r=0$ into the energy formula gives $0.96825$, but no such level exists; the lowest is the one with $n_r=1$, at $0.99051$. Increasing $\tau$ from zero to this value passes through $|\lambda|<\zeta$, where $\gamma$ is imaginary and the present solution does not apply.

There is a milder restriction near the origin. If $0<\gamma<\tfrac12$, the behaviour $r^{-\gamma}$ is square integrable too, and choosing $r^{\gamma}$ is an added boundary condition. For the pair $\kappa=\pm k$ this choice does not arise if

$$|\tau|\le k-\sqrt{\zeta^2+\tfrac14}.$$

For $k=1$ and $\zeta=0.3$ the right side is $0.417$, so $\tau=0.1$ is within the range.

### Splitting of the Coulomb doublets

For $\kappa=\pm k$ and the same $n_r\ge1$,

$$\gamma_\pm=\sqrt{(k\pm\tau)^2-\zeta^2},\qquad \Delta_C=E(n_r+\gamma_+)-E(n_r+\gamma_-) .$$

Here $\Delta_C$ is the energy of $\kappa=+k$ minus that of $\kappa=-k$. Reversing $\tau$ exchanges $\gamma_+$ and $\gamma_-$, so $\Delta_C$ is odd in $\tau$. In the range above, with $\tau>0$, the member with positive $\kappa$ is the higher one, because $E$ grows with $N$.

For small $\tau$, use

$$\frac{dE}{dN}=\frac{\zeta^2}{(N^2+\zeta^2)^{3/2}},\qquad \frac{d\gamma_\pm}{d\tau}\Big|_{\tau=0}=\pm\frac{k}{\gamma_0},\qquad \gamma_0=\sqrt{k^2-\zeta^2}.$$

The two slopes have opposite signs and add in the difference:

$$\Delta_C\approx\frac{2\tau k}{\gamma_0}\,\frac{\zeta^2}{(N_0^2+\zeta^2)^{3/2}},\qquad N_0=n_r+\gamma_0 .$$

For small $\zeta$ this becomes $2\tau\zeta^2/n^3$, with $n=n_r+k$. At fixed $\tau$ the splitting is of order $\zeta^2$, like the binding energy itself, so it survives in the nonrelativistic limit.

### Oscillator spectrum

With $V=S$, the second radial equation reads $P'+\lambda P/r=(E+1)Q$. Multiply the first by $E+1$ and insert this. The left side is

$$-\Big(P'+\frac{\lambda}{r}P\Big)'+\frac{\lambda}{r}\Big(P'+\frac{\lambda}{r}P\Big)=-P''+\frac{\lambda(\lambda+1)}{r^2}P,$$

because the terms in $P'$ cancel. Therefore

$$-P''+\frac{\lambda(\lambda+1)}{r^2}P+a^2r^2P=(E^2-1)P,\qquad a=\omega\sqrt{\frac{E+1}{2}} .$$

Bound states have $E>1$: for $E>-1$ the operator on the left is positive, because multiplying by $P$ and integrating by parts gives $\int_0^\infty[(P'+\lambda P/r)^2+a^2r^2P^2]\,dr$ for a solution regular at the origin, while for $E<-1$ the quadratic term is inverted and does not bind. At $E=-1$ the second radial equation gives $P\propto r^{-\lambda}$. No power of $r$ is square integrable over all $r>0$, so $P=0$. The first equation then gives $Q\propto r^{\lambda}$, which is excluded for the same reason.

Define $\ell=|\lambda+\tfrac12|-\tfrac12$, so that $\ell(\ell+1)=\lambda(\lambda+1)$, and set $P=r^{\ell+1}e^{-ar^2/2}f$. The equation for $f$ is

$$f''+2\Big(\frac{\ell+1}{r}-ar\Big)f'+\big[E^2-1-a(2\ell+3)\big]f=0 .$$

With $f=\sum_i f_ir^{2i}$, the coefficient of $r^{2i}$ gives

$$(2i+2)(2i+2\ell+3)f_{i+1}=\big[a(4i+2\ell+3)-(E^2-1)\big]f_i .$$

An unending series has $f_{i+1}/f_i\approx a/i$ and grows as $e^{ar^2}$. It must end at some $i=n$, so $E^2-1=a(4n+2\ell+3)$. Inserting $a$ and $\ell$ and dividing by $\sqrt{2(E+1)}$,

$$\boxed{(E-1)\sqrt{\frac{E+1}{2}}=\omega\big(2n+1+|\kappa+\tau+\tfrac12|\big),\qquad n=0,1,\ldots}$$

The left side rises steadily from zero for $E>1$, so each right side gives one energy.

The choice of $\ell$ is forced if $|\lambda|\ge\tfrac12$. For $\lambda\ge\tfrac12$ the rejected solution has $P\sim r^{-\lambda}$; for $\lambda\le-\tfrac12$ it has $Q\sim r^{\lambda}$. Neither is square integrable at the origin. For $|\lambda|<\tfrac12$ both solutions are square integrable, and the boxed formula holds only for the added boundary condition $P\sim r^{\lambda+1}$, $Q\sim r^{\lambda}$. For $-\tfrac12<\lambda<0$ this $Q$ diverges at the origin. The other solution, $P\sim r^{-\lambda}$, has both components vanishing there; it has $\ell=-\lambda-1$, and the right side becomes $\omega(2n+\tfrac12-\lambda)$. For $\kappa=-1$, $\tau=0.7$ and $\omega=0.1$ the lowest level is $1.07848$ with this choice and $1.11665$ with the boxed one.

### Splitting of the oscillator doublets

For $l\ge1$ and $|\tau|\le l-\tfrac12$,

$$\kappa=l:\ |\lambda+\tfrac12|=l+\tfrac12+\tau,\qquad \kappa=-(l+1):\ |\lambda+\tfrac12|=l+\tfrac12-\tau .$$

The right side of the energy equation is $\omega A_\pm$, with

$$A_\pm=2n+l+\tfrac32\pm\tau .$$

The upper sign belongs to $j=l-\tfrac12$, which lies higher for $\tau>0$. Differentiating the energy equation gives

$$\frac{3E+1}{2\sqrt{2(E+1)}}\,\frac{dE}{dA}=\omega .$$

With $E_0$ the energy at $\tau=0$, the splitting to first order in $\tau$ is

$$\Delta_O=E_{j=l-1/2}-E_{j=l+1/2}\approx\frac{4\tau\omega\sqrt{2(E_0+1)}}{3E_0+1} .$$

For small $\omega$, $E_0\to1$ and this tends to $2\tau\omega$, independent of $n$ and $l$.

## The numbers

For the $n=2$ Coulomb doublet, $n_r=1$ and the unsplit energy is $0.98842$. With $\tau=0.1$:

* $2s_{1/2}$: $\lambda=-0.9$, $\gamma=\sqrt{0.81-0.09}=0.84853$, $N=1.84853$, $E=0.98709$.
* $2p_{1/2}$: $\lambda=+1.1$, $\gamma=\sqrt{1.21-0.09}=1.05830$, $N=2.05830$, $E=0.98954$.

The splitting is $\Delta_C=0.002459$, or $1.257$ keV for the electron mass. This is about a fifth of the unsplit binding energy, $1-0.98842=0.01158$. The first-order formula gives $0.002443$, which is 0.7% below the full splitting, while $2\tau\zeta^2/n^3=0.00225$ is 9% below it.

The $s$ level falls by $0.00133$ and the $p$ level rises by $0.00113$. The difference has the sign expected from curvature: $\gamma$ is a concave function of $|\lambda|$, and $E$ is an increasing concave function of $N$. A decrease of $|\lambda|$ therefore changes the energy more than an equal increase. The $1s_{1/2}$ level, which has no partner, falls from $0.95394$ to $0.94281$.

For the oscillator take $n=0$ and $l=1$. The unsplit energy is $1.23642$. Solving the energy equation numerically for its root above $E=1$ gives:

* $p_{3/2}$: $\lambda=-1.9$, $A_-=2.5-0.1=2.4$, $E=1.22742$.
* $p_{1/2}$: $\lambda=+1.1$, $A_+=2.5+0.1=2.6$, $E=1.24538$.

Thus $\Delta_O=0.01796$, or $9.180$ keV for the electron mass. The first-order formula agrees to the digits shown. The small-$\omega$ value, $2\tau\omega=0.02$, is 11% above the full splitting, which shows the relativistic reduction of the level spacing at this $\omega$.

In each case the tempting solution gave the correct energy for the member with positive $\kappa$, for which $|\kappa+\tau|=|\kappa|+\tau$. It then assigned that energy to the other member as well.

## A new degeneracy

The tensor term can also bring different levels together. Coulomb levels with the same $n_r\ge1$ coincide when their $|\lambda|$ are equal. At $\tau=\tfrac12$,

$$\big|k+\tfrac12\big|=\big|-(k+1)+\tfrac12\big|,$$

so $\kappa=k$ and $\kappa=-(k+1)$ form new doublets. For $k=1$ and $n_r=1$, these are the levels called $2p_{1/2}$ and $3p_{3/2}$ at $\tau=0$. With $\zeta=0.3$ both lie at $0.99270$. The old Coulomb doublets joined states of opposite parity and equal $j$; the new ones join states of equal $l$ and different $j$.
